# Steady Kink Speed for Reversible, Strictly Alternating Metal and Chalcogen Attachment

## Kink motion with two alternating building units

In the growth model worked out below, a kink at 1050 K with a metal precursor pressure of $1\times10^{-4}$ Torr advances at 18.6 nm/s, although a metal atom at the kink leaves at 833 per second and a new one attaches at only 400 per second. When the metal pressure is lowered to $3\times10^{-5}$ Torr, with everything else held fixed, the kink retreats at 44 nm/s. Yet the two attachment rates then still add up to 20,120 per second, against 8,426 per second for the two detachment rates. Neither the metal rates alone nor the sums of rates decide the direction of motion. The quantity that does decide it follows from the order in which the units must attach.

### The model

A growing edge of a two-dimensional metal chalcogenide adds material row by row. The end of an unfinished row is a kink. Let the row consist of metal atoms and chalcogen units in strict alternation. In a layer of composition MX$_2$ the chalcogen unit is a pair of atoms, taken here to attach or leave in one event. The kink then has two states:

- state 0: the last unit is a chalcogen, and a metal is next;
- state 1: the last unit is a metal, and a chalcogen is next.

Let $a_M$ and $a_X$ be the attachment rates of metal and chalcogen, and $b_M$ and $b_X$ their detachment rates. Each is a probability per unit time, given that the kink is in a state where the event is possible. The rates are constant and depend on the present state alone, only the last unit can leave, and different kinks do not influence one another.

From state 0 the kink can gain a metal, at rate $a_M$, or lose its last chalcogen, at rate $b_X$. Both events lead to state 1, but the first moves the kink forward and the second moves it back. From state 1 it can gain a chalcogen, at rate $a_X$, or lose its last metal, at rate $b_M$; both lead to state 0.

In the algebra, lengths, rates and energies are in atomic units, and $\tau$ is the temperature expressed as an energy. No equation below contains a unit-dependent constant, so any consistent set of units may be inserted.

### Occupation of the two states

Let $p_0$ and $p_1$ be the probabilities of the two states, wherever the kink is. Define the net rates of metal and chalcogen attachment, positive for growth:

$$J_M=a_Mp_0-b_Mp_1,\qquad J_X=a_Xp_1-b_Xp_0. \tag{1}$$

A net chalcogen attachment fills state 0 and a net metal attachment empties it, so

$$\frac{dp_0}{dt}=J_X-J_M=-(a_M+b_X)p_0+(a_X+b_M)p_1. \tag{2}$$

Because $p_1=1-p_0$, this becomes

$$\frac{dp_0}{dt}=-Sp_0+(a_X+b_M),\qquad S=a_M+a_X+b_M+b_X. \tag{3}$$

The steady value makes the right-hand side zero:

$$\bar p_0=\frac{a_X+b_M}{S},\qquad \bar p_1=1-\bar p_0=\frac{a_M+b_X}{S}. \tag{4}$$

Subtracting the steady equation from (3) gives $d(p_0-\bar p_0)/dt=-S(p_0-\bar p_0)$, hence

$$p_0(t)-\bar p_0=[p_0(0)-\bar p_0]\,e^{-St}. \tag{5}$$

For $S>0$ the steady state is reached from any start, within a few times $1/S$.

### The speed

In the steady state (2) requires $J_M=J_X=J$. Inserting (4) in the metal rate of (1),

$$J=\frac{a_M(a_X+b_M)-b_M(a_M+b_X)}{S}
=\frac{a_Ma_X+a_Mb_M-a_Mb_M-b_Mb_X}{S}. \tag{6}$$

The terms $a_Mb_M$ cancel. They describe a metal that attaches and leaves again before a chalcogen has followed it, which produces no growth.

Let one metal and one chalcogen unit together advance the kink by $L$, with a part $\delta L$ due to the metal and $(1-\delta)L$ due to the chalcogen. The mean speed is $\delta LJ_M+(1-\delta)LJ_X$. Since the two net rates are equal, $\delta$ drops out:

$$v=LJ=L\,\frac{a_Ma_X-b_Mb_X}{a_M+a_X+b_M+b_X}. \tag{7}$$

The denominator is positive. For positive rates, therefore,

$$v=0\quad\Longleftrightarrow\quad a_Ma_X=b_Mb_X. \tag{8}$$

The sign of $v$ is the sign of $a_Ma_X-b_Mb_X$. Products appear because a completed unit of growth needs both attachments, and a completed unit of loss needs both detachments.

At zero speed (1) gives $a_M\bar p_0=b_M\bar p_1$ and $a_X\bar p_1=b_X\bar p_0$: metal attachment balances metal detachment, and likewise for the chalcogen. This does not require $a_M=b_M$. A slow metal attachment can balance a fast metal detachment if the kink spends most of its time waiting for a metal.

The result was tested against the master equation for the kink's position on a long chain, which does not use (4). For rates $(a_M,a_X,b_M,b_X)=(2,6,3,4)$, in arbitrary inverse time units, the products are both 12, and the late-time drift was zero to the six decimals printed. For $(1,5,3,3)$ the sums are both 6 but the products are 5 and 9. The drift was $-0.333333$ units of $L$ per unit time, in agreement with $(5-9)/12$.

### Limiting cases

If nothing detaches, (7) gives

$$J=\frac{a_Ma_X}{a_M+a_X},\qquad \frac1J=\frac1{a_M}+\frac1{a_X}. \tag{9}$$

The mean time per formula unit is the sum of two mean waiting times, and the slower step dominates it.

If $a_X$ alone becomes very large, dividing the numerator and denominator of (7) by $a_X$ gives $J\to a_M$. Each metal is then covered by a chalcogen before it can leave, so $b_M$ no longer matters.

A different limit has both chalcogen rates much larger than both metal rates. Then $S\approx a_X+b_X$, and

$$J\approx a_M\frac{a_X}{a_X+b_X}-b_M\frac{b_X}{a_X+b_X}. \tag{10}$$

The fractions are the occupations of states 0 and 1 set by rapid chalcogen exchange. The kink behaves as if it exchanged metal alone, with each metal rate reduced by the fraction of time in which that event is possible.

The dependence on metal supply follows by differentiating $J$ at fixed values of the other rates:

$$\frac{\partial J}{\partial a_M}=\frac{a_XS-(a_Ma_X-b_Mb_X)}{S^2}
=\frac{a_X(a_X+b_M+b_X)+b_Mb_X}{S^2}>0. \tag{11}$$

Within this model more metal raises $J$: it speeds up an advancing kink and slows a retreating one. The rise has a ceiling: as $a_M\to\infty$, $J\to a_X$.

### Thermodynamic meaning of the balance

Consider a row of finite length whose ends let nothing through. In its steady state no net flow can cross any link between neighbouring positions, since the probability beyond that link would otherwise change. Let $w_0(n)$ and $w_1(n)$ be the steady weights of the two states with $n$ complete formula units. Zero flow through a metal link and through the next chalcogen link means

$$a_Mw_0(n)=b_Mw_1(n),\qquad a_Xw_1(n)=b_Xw_0(n+1). \tag{12}$$

Eliminating $w_1(n)=(a_M/b_M)w_0(n)$ gives

$$\frac{w_0(n+1)}{w_0(n)}=\frac{a_Ma_X}{b_Mb_X}. \tag{13}$$

Suppose now that the gas has fixed chemical potentials and that each detachment is the microscopic reverse of the corresponding attachment. The closed row then comes to equilibrium with the gas, and the weight ratio must be the Boltzmann factor $e^{W/\tau}$, where $W$ is the free energy released when one formula unit passes from gas to row. Thus

$$W=\tau\ln\frac{a_Ma_X}{b_Mb_X}. \tag{14}$$

Replacing $a_Ma_X$ by $b_Mb_Xe^{W/\tau}$ in (7),

$$v=L\,\frac{b_Mb_X}{S}\left(e^{W/\tau}-1\right). \tag{15}$$

Condition (8) is therefore $W=0$: the row and the gas are in equilibrium. If the gas supplies metal through one reaction and removes it through another, the rates may still obey (7), but (14) need not give the free energy of growth.

### Fluctuations at zero mean speed

To find how a kink spreads about its mean position, let $P_i(n,t)$ be the probability of state $i$ with $n$ complete formula units, and define $g_i(q,t)=\sum_n e^{qn}P_i(n,t)$. Attachment of a chalcogen raises $n$ by one and brings a factor $e^q$; its loss brings $e^{-q}$. Metal events leave $n$ unchanged. Hence

$$\begin{aligned}
\dot g_0&=-(a_M+b_X)g_0+(a_Xe^q+b_M)g_1,\\
\dot g_1&=(a_M+b_Xe^{-q})g_0-(a_X+b_M)g_1.
\end{aligned} \tag{16}$$

Solutions proportional to $e^{\lambda t}$ require

$$(\lambda+a_M+b_X)(\lambda+a_X+b_M)=(a_Xe^q+b_M)(a_M+b_Xe^{-q}). \tag{17}$$

The left side is $\lambda^2+S\lambda+a_Ma_X+a_Mb_M+a_Xb_X+b_Mb_X$. The right side is $a_Ma_Xe^q+a_Xb_X+a_Mb_M+b_Mb_Xe^{-q}$. Two terms cancel, leaving

$$\lambda^2+S\lambda=a_Ma_X(e^q-1)+b_Mb_X(e^{-q}-1). \tag{18}$$

At $q=0$ the roots are $0$ and $-S$. The root that starts at zero controls late times, when $\ln\langle e^{qn}\rangle=\lambda(q)t$ plus a term independent of time. The first and second derivatives of this logarithm at $q=0$ are the mean and the variance of $n$, so their growth rates are $\lambda'(0)$ and $\lambda''(0)$. Differentiating (18) once at $q=0$, where $\lambda=0$, gives $S\lambda'(0)=a_Ma_X-b_Mb_X$, which is (7) again. Differentiating twice gives $2\lambda'(0)^2+S\lambda''(0)=a_Ma_X+b_Mb_X$, and therefore

$$\frac{d\,\mathrm{var}(n)}{dt}=\frac{a_Ma_X+b_Mb_X-2J^2}{S}. \tag{19}$$

At balance this equals $2b_Mb_X/S$, which is positive: the kink wanders without a mean drift. For the rates $(2,6,3,4)$ it is $24/15=1.6$, the value also found from the chain.

The wandering fixes the response to a small driving energy. Near balance (15) becomes $v\approx L(b_Mb_X/S)(W/\tau)$. The diffusion coefficient at balance is half the variance rate of position, $D=L^2b_Mb_X/S$, so

$$v\approx\frac{D}{\tau}\,\frac{W}{L}\qquad(|W|\ll\tau). \tag{20}$$

This is the Einstein relation, with $W/L$ acting as the force on the kink.

### A worked example

Take $T=1050$ K, so that $\tau=0.0905$ eV, and $L=0.32$ nm. Let attachment be proportional to pressure, with coefficients $4\times10^6$ and $2\times10^5$ per second per Torr for metal and chalcogen, at pressures of $10^{-3}$ and $0.1$ Torr. Then

$$a_M=4000\ \mathrm{s^{-1}},\qquad a_X=20{,}000\ \mathrm{s^{-1}}.$$

Let detachment follow $\nu e^{-E/\tau}$ with $\nu=10^{13}$ s$^{-1}$, $E_M=2.1$ eV and $E_X=1.9$ eV. This gives

$$b_M=833\ \mathrm{s^{-1}},\qquad b_X=7593\ \mathrm{s^{-1}},\qquad S=3.243\times10^4\ \mathrm{s^{-1}}.$$

The kink waits for a metal 64% of the time. From (7),

$$J=\frac{8.00\times10^7-0.632\times10^7}{3.243\times10^4}\ \mathrm{s^{-1}}=2272\ \mathrm{s^{-1}},$$

$$v=0.32\ \mathrm{nm}\times2272\ \mathrm{s^{-1}}=727\ \mathrm{nm/s},$$

or 7270 angstrom/s. If each detachment is the microscopic reverse of the corresponding attachment, (14) gives $W=0.0905\ln(8.00/0.632)=0.230$ eV. Since $W$ is about $2.5\,\tau$, the linear law (20) does not apply here. The rapid-exchange formula (10) gives $J\approx2670$ s$^{-1}$, 18% above the full result, because the metal rates, chiefly $a_M$, are not negligible beside the chalcogen rates.

The opening puzzle can now be resolved. At $10^{-4}$ Torr, $a_M=400$ s$^{-1}$ and (4) gives $\bar p_0=0.723$. Metal attaches $400\times0.723=289$ times per second on average and leaves $833\times0.277=231$ times per second. The difference of 58 per second, multiplied by $L$, is the forward speed of 18.6 nm/s. At $3\times10^{-5}$ Torr the forward product is $120\times20{,}000=2.4\times10^6$ s$^{-2}$, below the backward product of $6.32\times10^6$ s$^{-2}$, and the kink retreats.

With temperature and chalcogen pressure fixed, (8) puts the stopping metal pressure at

$$P_M^*=\frac{6.32\times10^6}{(4\times10^6)(2\times10^4)}\ \mathrm{Torr}=7.9\times10^{-5}\ \mathrm{Torr}.$$

There, metal still attaches 229 times per second and leaves equally often. By (19) the root-mean-square spread gained in one second is 6.7 nm.

Above the stopping pressure the speed is not proportional to pressure. From $10^{-3}$ to $3\times10^{-3}$ Torr it rises from 727 to 1850 nm/s, a factor of 2.5. The product difference grows by a factor of 3.2, but $S$ grows by a factor of 1.25.

If instead both pressures and both attachment coefficients are held fixed and the temperature is raised, the kink stops when $\nu^2e^{-(E_M+E_X)/\tau}=a_Ma_X$. Taking the logarithm,

$$\tau^*=\frac{E_M+E_X}{\ln(\nu^2/a_Ma_X)}=\frac{4.0\ \mathrm{eV}}{\ln(1.25\times10^{18})}=0.096\ \mathrm{eV}, \tag{21}$$

which corresponds to 1114 K. A root search on numerically solved steady states reproduced this temperature and the stopping pressure above.

### Comparison with vapour growth, and what the model omits

The parameters are meant to lie in the rough regime of vapour growth of monolayer molybdenum disulphide. The repeat length is close to that material's lattice constant, but the attachment coefficients and detachment energies are round choices, not computed or measured properties. With kinks of one sign every $\ell=10$ nm and a row height $h=0.277$ nm, each passing kink advances the edge by $h$, and the edge speed is $vh/\ell=20$ nm/s, about 1.2 micrometres per minute. Growth of domains some micrometres to tens of micrometres across within minutes is a realistic scale for this process. That agreement does not validate the separate rates, since a different kink spacing would change the edge speed at the same $v$. Precursor pressures at the growing edge are poorly known and may differ greatly from the values used.

One structural change concerns the chalcogen pair. Suppose that it arrives as two single atoms, each attaching at rate $a_X$ and detaching at $\sqrt{a_Xb_X}$. This choice keeps the ratio of forward to backward products, and so the free energy per formula unit, unchanged. The speed falls to 451 nm/s, 62% of the two-step value. This figure belongs to the even division of the detachment product between the two atoms. At the same product, making the second atom leave ten times faster and the first ten times slower gives 143 nm/s, and making the first leave three times faster and the second three times slower gives 475 nm/s. At this chalcogen pressure the stopping metal pressure does not move: when the products around the three-state cycle are equal, occupations that balance every step separately are consistent around the cycle, and they give zero net flow. If the single-atom detachment rates are held fixed while $a_X$ changes, the forward product goes as $a_X^2$, and the stopping pressure then departs from the two-step value.

Strict alternation can also fail. Let a misplaced metal attach in state 1 at rate $a_M$, or a misplaced chalcogen in state 0 at rate $a_X$, and let either block the kink until it leaves at rate $d$. In the steady state a blocked state carries no net flow, so its occupation is $(a_M/d)p_1$ or $(a_X/d)p_0$. The ratio $p_0:p_1$ remains that of (4), and normalization changes the net rate to

$$J=\frac{a_Ma_X-b_Mb_X}{S+[a_M(a_M+b_X)+a_X(a_X+b_M)]/d}. \tag{22}$$

Blocking slows the kink but leaves (8) intact. With the attempt rate $\nu$ and a misplaced-unit binding energy of 1.2 eV, the loss is 0.08% of $v$. It reaches 10% at 1.64 eV and 65% at 1.9 eV, the value of $E_X$. Strict alternation therefore gives a good speed here only if misplaced units are bound clearly more weakly than 1.64 eV and always leave rather than being buried as defects.

The steady-state assumption is safe at the main operating point: $1/S=0.031$ ms, while a kink needs 13.8 ms to travel one spacing. The independence of kinks is a separate assumption. Kinks of one sign share the same mean drift, but their random spread can bring neighbours together. By (19) the root-mean-square spread of one kink reaches the 10 nm spacing in about 0.4 s at the main operating point, and in about two seconds at the stopping pressure. The variance of the gap between two independent neighbours grows twice as fast as that of one position, and at the main operating point a pair that starts 10 nm apart has met with probability 15% after 0.1 s and 48% after 0.42 s. Because they cannot pass one another, the speed of an isolated kink is then only an approximation. For kinks that must stay one formula unit apart, at a mean spacing of 10 nm, the mean speed is about 2% lower.

Gas supply sets another condition. Growth at this edge consumes $J/\ell=227$ metal atoms per second per nanometre of edge. For a carrier molecule of mass 144 u with one metal atom, kinetic theory gives 903 impacts per nm$^2$ per second at $10^{-3}$ Torr. One cell of area $Lh$ then receives only 80 impacts per second, fifty times fewer than $a_M$, so the metal must reach the kink by diffusion over the surface or along the edge. Taking $a_M$ proportional to pressure assumes that this reservoir is not depleted, and $W$ in (14) refers to the gas only if the reservoir is in equilibrium with it. Even if every impact delivered its metal to the edge, and the metal stayed there until a kink could use it, a strip at least 0.25 nm wide would be needed to cover this net consumption. If one impact in a thousand did so, the strip would have to be at least 250 nm wide, and neighbouring edges could compete for metal.

The speed is also sensitive to its inputs. A rise of 10 K, at fixed attachment rates, lowers it to 657 nm/s. Lowering both detachment energies by 0.1 eV reduces it to 145 nm/s, a fifth of the original value. The backward product rises about ninefold, which cuts the product difference to 30% of its former value, and $S$ grows by a factor of 1.5. An overestimate of these energies by 0.1 eV thus matters more than the even split of the chalcogen pair or blocking at 1.64 eV. A strongly uneven split matters as much, and blocking at 2.0 eV, which leaves 15% of the speed, matters more. The full set of values is in the numerical output that follows.

## Table of computed values

```
largest scaled error, chain against formulas: 1.9e-15
test rates (aM, aX, bM, bX), equal products: (2.0, 6.0, 3.0, 4.0)
  chain drift: 0.000000 units per time
  chain variance rate: 1.600000 units^2 per time
test rates (aM, aX, bM, bX), equal sums: (1.0, 5.0, 3.0, 3.0)
  chain drift: -0.333333 units per time
temperature: 1050 K
thermal energy: 0.09048 eV
repeat length L: 0.32 nm
row height: 0.2771 nm
kink spacing: 10 nm
metal precursor pressure: 0.001 Torr
chalcogen precursor pressure: 0.1 Torr
metal attachment coefficient: 4e+06 1/(s Torr)
chalcogen attachment coefficient: 2e+05 1/(s Torr)
metal detachment energy: 2.1 eV
chalcogen detachment energy: 1.9 eV
attempt rate: 1e+13 1/s
aM: 4000 1/s
aX: 2e+04 1/s
bM: 832.6 1/s
bX: 7593 1/s
rate sum S: 3.243e+04 1/s
forward product aM aX: 8e+07 1/s^2
backward product bM bX: 6.322e+06 1/s^2
occupation of state 0 (metal next): 0.6425
occupation of state 1 (chalcogen next): 0.3575
net cycle rate J: 2272 1/s
kink speed v: 727.1 nm/s
kink speed v, converted: 7271 angstrom/s
free energy released per formula unit W: 0.2296 eV
edge speed: 20.15 nm/s
stopping metal pressure at 1050 K: 7.902e-05 Torr
stopping temperature at the set pressures: 1114 K
speed at metal pressure 3e-05 Torr: -43.96 nm/s
speed at metal pressure 1e-04 Torr: 18.63 nm/s
speed at metal pressure 3e-04 Torr: 191 nm/s
speed at metal pressure 3e-03 Torr: 1850 nm/s
metal attachments at stopping pressure: 229.1 1/s
rms spread gained in 1 s at stopping pressure: 6.712 nm
speed, chalcogen pair as two single atoms: 451.3 nm/s
  ratio to v: 0.6207
misplaced-unit binding energy: 1.2 eV
relative speed loss by blocking: 0.000821
misplaced binding for 10 percent loss: 1.644 eV
relaxation time 1/S: 0.03084 ms
travel time over one kink spacing: 13.75 ms
metal carrier mass: 144 u
metal impingement: 903.4 1/(nm^2 s)
strip width that must catch all metal: 0.2515 nm
speed at 10 K higher temperature: 657 nm/s
speed with both energies 0.1 eV lower: 144.6 nm/s
```
